# Einstein's Energy Variance for Blackbody Radiation from Planck's Mean Energy

## Result

A closed, evacuated cavity of fixed volume \(V\) exchanges energy with walls at temperature \(T\). Let \(E\) be the mean thermal energy of the radiation in a narrow band of width \(\Delta\nu\) about the frequency \(\nu\). The energy in the band fluctuates about \(E\) with the variance

\[
\mathrm{Var}(E)=kT^2\left(\frac{\partial E}{\partial T}\right)_V
= h\nu E+\frac{E^2}{Z},\qquad Z=\frac{8\pi\nu^2V\Delta\nu}{c^3}.
\]

Here \(Z\) is the number of field modes in the band. The linear term is the variance of independent quanta \(h\nu\), and the quadratic term is that of classical waves with random phases. "Thermal" means that the zero-point energy is not counted in \(E\).

The first equality comes from statistical mechanics and the second from Planck's law. I begin with one mode, where both can be seen in full.

## Stage 1: one mode

**From derivative to variance.** A derivative of a mean energy is a heat capacity. To read it as a variance one needs the probabilities of the energies. For a system with fixed levels \(E_i\), weakly coupled to a large bath, these are

\[
p_i=\frac{e^{-\beta E_i}}{Q},\qquad Q=\sum_i e^{-\beta E_i},\qquad \beta=\frac1{kT}.
\]

Each derivative of \(Q\) with respect to \(\beta\) brings down a factor \(-E_i\). Hence

\[
\langle E\rangle=\frac1Q\sum_iE_ie^{-\beta E_i}=-\frac{1}{Q}\frac{\partial Q}{\partial\beta}.
\]

Differentiate once more, by the quotient rule:

\[
-\frac{\partial\langle E\rangle}{\partial\beta}
=\frac1Q\frac{\partial^2Q}{\partial\beta^2}-\frac1{Q^2}\left(\frac{\partial Q}{\partial\beta}\right)^2
=\langle E^2\rangle-\langle E\rangle^2 .
\]

Since \(d\beta/dT=-1/(kT^2)\), we have \(-\partial/\partial\beta=kT^2\,\partial/\partial T\), and so

\[
\mathrm{Var}(E)=kT^2\frac{\partial\langle E\rangle}{\partial T}.
\]

The levels were held fixed during the differentiation. For radiation this means fixed mode frequencies, hence fixed volume. The bath matters too: a perfectly isolated cavity with a sharp total energy has no variance of that total, although it still has a heat capacity.

**Planck's mean.** A mode of frequency \(\nu\) has thermal energies \(n\varepsilon\), with \(\varepsilon=h\nu\) and \(n=0,1,2,\dots\) With \(x=\beta\varepsilon=h\nu/kT\), the geometric series gives

\[
Q=\sum_{n=0}^{\infty}e^{-nx}=\frac1{1-e^{-x}} .
\]

The mean energy is therefore

\[
u=-\frac{\partial\ln Q}{\partial\beta}
=\frac{\partial}{\partial\beta}\ln\left(1-e^{-\beta\varepsilon}\right)
=\frac{\varepsilon e^{-x}}{1-e^{-x}}=\varepsilon\bar n,\qquad
\bar n=\frac1{e^x-1}.
\]

**Its derivative.** From \(x=\varepsilon/kT\) follows \(dx/dT=-\varepsilon/(kT^2)\). The chain rule gives

\[
kT^2\frac{\partial u}{\partial T}
=kT^2\,\varepsilon\left[-\frac{e^x}{(e^x-1)^2}\right]\left[-\frac{\varepsilon}{kT^2}\right]
=\varepsilon^2\frac{e^x}{(e^x-1)^2}.
\]

The two minus signs cancel, as a variance requires. Now write the numerator as \(e^x=(e^x-1)+1\):

\[
\frac{e^x}{(e^x-1)^2}=\frac1{e^x-1}+\frac1{(e^x-1)^2}=\bar n+\bar n^2 .
\]

Thus, for one mode,

\[
\mathrm{Var}(u)=\varepsilon^2(\bar n+\bar n^2)=\varepsilon u+u^2 .
\]

The split into two terms comes from the \(-1\) in Planck's denominator.

**Limits.** For \(x\gg1\) the mode is nearly always empty and sometimes holds one quantum, with probability \(p\approx e^{-x}\). The variance of such a yes-or-no variable is \(\varepsilon^2p(1-p)\approx\varepsilon^2p=\varepsilon u\), which is the linear term. For \(x\ll1\) the level spacing is small compared with \(kT\), the energy is distributed as \(e^{-E/kT}/kT\), and the variance of this exponential law is \((kT)^2=u^2\), the quadratic term.

**Zero-point energy.** If each level is raised by \(\varepsilon/2\), the variance does not change, but the mean becomes \(u_0=\varepsilon(\bar n+\tfrac12)\). Then

\[
\varepsilon^2(\bar n^2+\bar n)=\varepsilon^2\left(\bar n+\tfrac12\right)^2-\frac{\varepsilon^2}4
=u_0^2-\left(\frac{h\nu}2\right)^2 .
\]

In terms of \(u_0\) there is no linear term. Putting \(u_0\) into \(\varepsilon u+u^2\) would be wrong: at \(x=1.4388\), the value of the example below, it gives 3.60 times the true variance.

## Stage 2: many modes of nearly one frequency

Let \(Z\) modes share the frequency \(\nu\). In vacuum the modes do not interact, so the energy is a sum over modes and the partition function is a product. The mode energies are then independent, and both means and variances add:

\[
E=Z\varepsilon\bar n,\qquad \mathrm{Var}(E)=Z\varepsilon^2(\bar n+\bar n^2).
\]

Eliminate \(\bar n=E/(Z\varepsilon)\):

\[
Z\varepsilon^2\bar n=\varepsilon E,\qquad
Z\varepsilon^2\bar n^2=Z\varepsilon^2\frac{E^2}{Z^2\varepsilon^2}=\frac{E^2}Z .
\]

This is the stated result. With the mean number of quanta \(\bar N=E/h\nu\), it has a compact relative form:

\[
\frac{\mathrm{Var}(E)}{E^2}=\frac1{\bar N}+\frac1Z .
\]

The relative variance is one over the number of quanta plus one over the number of modes.

**Test on five modes.** The probability distribution of the total number of quanta in five modes at \(x=1.4388\) was built by convolving five single-mode distributions. Its mean is 1.55495 and its variance is 2.03852. The formula, in units of \(\varepsilon^2\), gives

\[
1.55495+\frac{1.55495^2}{5}=2.03852 .
\]

A large \(Z\) is therefore not needed for the variance law itself. It is needed in the next step, where \(Z\) is expressed by the volume.

**Limit.** Keep \(E\) and \(\nu\) fixed and let \(Z\) grow. The quanta are spread over more modes, \(\bar n\to0\), and the quadratic term vanishes as \(1/Z\) while the linear term stays.

## Stage 3: the number of modes in a cavity

Take a cube of side \(L\) with perfectly reflecting walls. The standing waves have wave vectors \(\mathbf k=(\pi/L)(n_1,n_2,n_3)\) with non-negative integers \(n_i\), and frequencies

\[
\nu=\frac{c|\mathbf k|}{2\pi}=\frac{c}{2L}\sqrt{n_1^2+n_2^2+n_3^2}.
\]

Modes below \(\nu\) correspond to integer points in one eighth of a sphere of radius \(2L\nu/c\). The condition \(\nabla\cdot\mathbf E=0\) leaves two polarizations for each point with no zero index. For \(L\gg\lambda\) the number of points is close to the volume, and its derivative gives the number of modes in a band that is narrow but still holds many distinct mode frequencies:

\[
N(\nu)\approx2\cdot\frac18\cdot\frac{4\pi}3\left(\frac{2L\nu}c\right)^3=\frac{8\pi V\nu^3}{3c^3},
\qquad
Z\approx\frac{dN}{d\nu}\Delta\nu=\frac{8\pi\nu^2V\Delta\nu}{c^3}.
\]

With \(\nu=c/\lambda\) and \(\Delta\nu=c\,\Delta\lambda/\lambda^2\), the same number is

\[
Z=\frac{8\pi V\Delta\lambda}{\lambda^4}.
\]

**Test by counting.** For \(L=20\) mm, \(\lambda=10\) µm and \(\Delta\lambda=100\) nm the formula gives

\[
Z=\frac{8\pi\,(8\times10^{-6}\ \mathrm{m^3})(10^{-7}\ \mathrm m)}{(10^{-5}\ \mathrm m)^4}=2.01062\times10^9 .
\]

The modes of this cube were also counted from the integer points, with one polarization where one index is zero, for the band \(\nu\pm\Delta\nu/2\), symmetric in frequency. The count is \(2.01063\times10^9\), larger by a fraction \(5.9\times10^{-6}\). Such a difference is expected. Integrating \(\nu^2\) over the band instead of taking its central value multiplies \(Z\) by \(1+(\Delta\nu/\nu)^2/12\), which adds \(8.3\times10^{-6}\) for a relative bandwidth of 0.010. The small remainder comes from replacing discrete points by a volume. It depends on how the band edges are treated, because here they pass exactly through integer points: including all of these points gives an excess of \(7.1\times10^{-6}\), and including none gives \(5.1\times10^{-6}\); the count above includes those on the lower edge only. A band symmetric in wavelength, 9.95 to 10.05 µm, is not the same band: it holds \(2.01077\times10^9\) modes, and its smooth excess is \(8.3\times10^{-5}\).

## Stage 4: what the two terms mean

**Particles.** Consider independent quanta that can occupy \(Z\) states, with the statistical weight \(Z^N/N!\) for \(N\) quanta. Then

\[
Q_{\mathrm W}=\sum_{N=0}^\infty\frac{(Ze^{-\beta\varepsilon})^N}{N!}=\exp\left(Ze^{-\beta\varepsilon}\right),
\qquad
E_{\mathrm W}=-\frac{\partial\ln Q_{\mathrm W}}{\partial\beta}=Z\varepsilon e^{-x}.
\]

This is Wien's law. A further derivative gives the variance:

\[
-\frac{\partial E_{\mathrm W}}{\partial\beta}=Z\varepsilon^2e^{-x}=\varepsilon E_{\mathrm W}.
\]

The quadratic term is absent. The number of quanta follows a Poisson law, whose variance equals its mean. A sum over binomial probabilities shows nearly the same behaviour: if each of 4000 independent particles has the probability 0.001 of being in a small region, the number there has a variance of 0.9990 times its mean. The missing 0.001 is the factor \(1-p\) of the binomial law.

**Waves.** Let the complex amplitude of a classical mode be a sum of \(W\) equal waves with independent random phases,

\[
a=\frac1{\sqrt W}\sum_{j=1}^We^{i\phi_j},\qquad \langle|a|^2\rangle=1 .
\]

In the mean of \(|a|^4\) a term \(e^{i(\phi_j+\phi_k-\phi_l-\phi_m)}\) survives if the phases cancel in pairs. For \(j\ne k\) there are \(W(W-1)\) choices of \((j,k)\), each with two pairings; for \(j=k\) there are \(W\) terms. Thus

\[
\langle|a|^4\rangle=\frac{2W(W-1)+W}{W^2}=2-\frac1W,\qquad
\mathrm{Var}(|a|^2)=1-\frac1W\to1 .
\]

For many waves, the energy of a mode has a variance equal to its squared mean. This is interference: the waves sometimes add and sometimes cancel. For \(Z\) independent modes of mean energy \(u\), the variance is \(Zu^2=(Zu)^2/Z=E^2/Z\). The Rayleigh–Jeans law \(E_{\mathrm{RJ}}=ZkT\) gives the same:

\[
kT^2\frac{\partial(ZkT)}{\partial T}=Zk^2T^2=\frac{E_{\mathrm{RJ}}^2}Z .
\]

A simulation with 4 modes, 100 waves per mode and 20,000 samples gave \(Z\,\mathrm{Var}/E^2=1.000\). The expected value is \(1-1/100=0.99\), and the sampling error is about 0.01, so the two agree.

**Both at once.** The sum does not mean that the cavity holds two kinds of radiation. Suppose that the number of quanta in a mode is Poisson distributed about a value \(w\), and that \(w\) itself varies like a classical wave energy, with the exponential law \(e^{-w/\bar n}/\bar n\). Then

\[
p_n=\int_0^\infty\frac{e^{-w/\bar n}}{\bar n}\,\frac{w^ne^{-w}}{n!}\,dw
=\frac1{\bar n}\left(1+\frac1{\bar n}\right)^{-n-1}
=\frac{\bar n^n}{(1+\bar n)^{n+1}} .
\]

Because \(\bar n/(1+\bar n)=e^{-x}\), this equals \((1-e^{-x})e^{-nx}\), the thermal distribution of Stage 1. One distribution contains both the graininess, with variance \(\bar n\), and the interference, with variance \(\bar n^2\).

**Which term wins.** The ratio of the quadratic to the linear term is

\[
\frac{E^2/Z}{h\nu E}=\frac{E}{Zh\nu}=\bar n .
\]

It depends on \(h\nu/kT\) and not on the volume or the bandwidth. The terms are equal when \(e^x-1=1\), that is, at \(kT=h\nu/\ln2\). At a fixed wavelength of 10 µm this happens at 2076 K. The ratio is 0.0083 at 300 K, 0.311 at 1000 K and 1.62 at 3000 K.

## Stage 5: a hot cavity at 10 µm

Take the cube of Stage 3, with side 20 mm and a 100 nm band at 10 µm, at 1000 K. The quantum is \(h\nu=0.12398\) eV, so \(x=1.4388\) and \(\bar n=0.3110\). The mean number of quanta and the mean energy are

\[
\bar N=Z\bar n=2.0106\times10^9\times0.3110=6.253\times10^8,
\]
\[
E=\bar Nh\nu=7.75\times10^7\ \mathrm{eV}=1.242\times10^{-11}\ \mathrm J .
\]

The two parts of the variance are

\[
h\nu E=0.12398\times7.7525\times10^7=9.61\times10^6\ \mathrm{eV^2},
\]
\[
\frac{E^2}Z=\frac{(7.7525\times10^7)^2}{2.0106\times10^9}=2.99\times10^6\ \mathrm{eV^2}.
\]

Their sum is \(1.260\times10^7\ \mathrm{eV^2}\), of which 23.7 % is the wave term. The rms fluctuation is its square root, \(\sigma=3550\) eV or \(5.69\times10^{-16}\) J, a fraction \(4.58\times10^{-5}\) of the mean.

The heat capacity gives the same variance by the other road. A finite temperature difference of Planck's mean gives \(C=\partial E/\partial T=1.4623\times10^5\) eV/K, and \(kT=h\nu/x=0.08617\) eV. Hence

\[
kT^2C=0.08617\times1000\times1.4623\times10^5=1.260\times10^7\ \mathrm{eV^2}.
\]

A change of wall temperature that shifts the mean energy by \(\sigma\) is \(\sigma/C=24.3\) mK.

## Stage 6: conditions and the real source

**Narrow band.** One frequency stands for the whole band if \(\Delta\nu\ll\nu\) and \(h\Delta\nu\ll kT\). Here the ratios are 0.010 and 0.0144. Integrating the variance over the band, taken symmetric in frequency, changes it by a fraction \(1.9\times10^{-6}\) of the central-frequency value; for 9.95 to 10.05 µm the fraction is \(6.9\times10^{-5}\). A wide band must be divided into narrow ones, whose variances add because their modes are independent.

**Open regions and black walls.** The derivation used sharp modes, as in a reflecting cavity with a weak absorber. If the walls absorb strongly, radiation crosses the cavity once and is replaced. The energy inside then resembles that in an open region, and a further condition appears. A one-dimensional estimate shows it. For a classical random wave with a flat band, the intensities at two points a distance \(d\) apart have the covariance \(\langle I\rangle^2\,\mathrm{sinc}^2(d\,\Delta\nu/c)\), where \(\mathrm{sinc}\,y=\sin(\pi y)/(\pi y)\). This holds for waves running one way: the field correlation is the Fourier transform of the flat band, a sinc apart from a phase, and for a Gaussian random wave the intensity covariance is its squared modulus. A length \(L\) with periodic ends has \(M=L\Delta\nu/c\) such modes in the band, so the sharp-mode value of the relative variance is \(1/M\). Averaging the covariance over both points in the length \(L\), and dividing by \(\langle I\rangle^2/M\), gives

\[
R=2M\int_0^1(1-s)\,\mathrm{sinc}^2(Ms)\,ds
\approx1-\frac{1+\gamma+\ln(2\pi M)}{\pi^2M}\quad(M\gg1),
\]

with Euler's constant \(\gamma=0.577\). To obtain the approximation, put \(y=Ms\). The part with the factor 1 is \(2\int_0^M\mathrm{sinc}^2y\,dy\approx1-1/(\pi^2M)\), because \(\sin^2\) averages to one half in the missing tail. The part with \(-s\) is

\[
-\frac1{\pi^2M}\int_0^M\frac{1-\cos2\pi y}{y}\,dy\approx-\frac{\gamma+\ln(2\pi M)}{\pi^2M}.
\]

So \(R\to1\) requires \(L\Delta\nu/c\gg1\). For \(M=20.0\), the value in the example, this one-dimensional estimate puts the wave term about 3 % below the sharp-mode formula. The effect on the whole variance depends on how the band energy in an open region is defined. If filtered radiation is counted locally, the linear term is unchanged and the variance falls by about 0.8 %. If the energy is built from the band-limited field alone, both terms carry the factor \(R\) and the variance falls by about 3 %. In a cube crossed by rays in all directions, averaging \(R\) over the chords, each weighted by its length, lowers the wave term by about 4.3 %, and the variance with the linear term unchanged by about 1.0 %.

**Comparison with a real device.** The cube is a simple model of the heated cavity sources used to calibrate thermal-infrared cameras; its size and temperature are chosen for illustration. The 100 nm band is much narrower than the usual band of such a camera, which spans several micrometres, and would need a filter. A real source has nearly black walls, which brings in a correction of the kind just estimated, and an exit hole. A hole of 5 mm diameter takes 0.82 % of the wall area. If the rays in the cavity are shared out by area, and those from the hole carry room radiation at 300 K, the mean energy and the variance both fall by about 0.8 %. This fixes only the order of the effect. With black walls the stored energy is weighted by the length of the rays, which gives about 1.0 % for a hole at the centre of a face and 0.7 % near a corner. With reflecting walls that dilute every mode alike, the mean falls by 0.8 % and the variance by 1.0 %. The hole shifts the mean by a constant amount, whereas a varying oven temperature adds scatter, and so matters more for the observed fluctuations. A drift of 0.1 K, an assumed value, shifts the mean energy by 4.12 times \(\sigma\). If the wall temperature varied slowly and independently with an rms of 0.1 K, repeated snapshots of the stored energy would show a variance about \(1+4.12^2\approx18\) times the intrinsic one. The formula describes such snapshots at a fixed wall temperature. It is not the noise of a camera reading, which depends on the emitted power and averages over the detector's response time. Absorption by air in an unevacuated source is also left out.

The full set of values is in the numerical output below.

## Table of computed values

```
cube side: 20 mm
wavelength: 10 um
bandwidth: 100 nm
temperature: 1000 K
frequency: 29.979 THz
bandwidth in frequency: 0.2998 THz
relative bandwidth: 0.010
h dnu / kT: 0.0144
quantum h nu: 0.12398 eV
x = h nu / kT: 1.4388
mean occupation: 0.3110
modes Z, formula: 2.01062e+09
modes Z, counted: 2.01063e+09
counted/formula - 1: 5.9e-06
mean number of quanta: 6.2528e+08
mean energy E: 7.7525e+07 eV = 1.2421e-11 J
heat capacity dE/dT: 1.4623e+05 eV/K
linear (particle) term: 9.6119e+06 eV^2
quadratic (wave) term: 2.9892e+06 eV^2
variance, sum of terms: 1.2601e+07 eV^2
variance, kT^2 dE/dT: 1.2601e+07 eV^2
rms fluctuation: 3549.8 eV = 5.6874e-16 J
relative rms fluctuation: 4.579e-05
wave share of variance: 23.7 %
temperature of equal terms: 2076 K
wave/particle ratio at 300 K: 0.00833
wave/particle ratio at 1000 K: 0.31099
wave/particle ratio at 3000 K: 1.62492
5 modes, mean quanta: 1.55495
5 modes, variance by convolution: 2.03852
5 modes, variance by formula: 2.03852
independent particles, variance/mean: 0.9990
random waves, Z variance/mean^2: 1.000
formula misused with zero point, factor: 3.60
finite-bandwidth error of variance: 1.9e-06
L dnu / c: 20.0
open region, wave term lower by: 3.2 %
open region, variance lower by: 0.77 %
hole diameter: 5 mm
room temperature: 300 K
hole share of wall area: 0.82 %
hole, mean energy lower by about: 0.80 %
hole, variance lower by about: 0.80 %
wall change imitating rms: 24.3 mK
oven drift assumed: 0.1 K
drift signal / rms fluctuation: 4.12
```
